# Inferring the Acceptor Density of Compensated n-Type Silicon from Its Mobility

## Problem

A silicon crystal contains \(N_D\) shallow donors and \(N_A<N_D\) acceptors per unit volume. At \(T=77\) K its free-electron density is \(n=1.0\times10^{15}\ \mathrm{cm^{-3}}\). The mobility limited by ionized impurities alone is \(\mu=6000\ \mathrm{cm^2/Vs}\); other scattering has already been separated out. Find \(N_A\) and \(N_D\), decide whether the answer is unique, and find how an error in \(\mu\) affects it.

Use relative permittivity 11.7, donor depth \(E_d=45\) meV, ground-state degeneracy \(g=2\), and longitudinal and transverse masses \(0.92\,m_e\) and \(0.19\,m_e\). These are rough values for phosphorus in silicon; \(n\) and \(\mu\) are chosen data. Treat the electrons as nondegenerate, with one isotropic mass \(m\) equal to the conductivity mass,

\[
m=\frac{3}{1/m_l+2/m_t}=0.258\,m_e .
\]

Ions scatter independently in the Born approximation, and screening is linear, static and in thermal equilibrium. Formulas are in SI form, with \(q>0\) the elementary charge and \(\varepsilon\) the full permittivity.

## A tempting solution

**Counting ions.** The Fermi level lies near the donor level, far above the acceptor levels, so every acceptor holds an electron. Neutrality gives

\[
N_D^+=n+N_A,\qquad N_I=N_D^++N_A=n+2N_A .
\]

Both kinds of ion carry one elementary charge. The Born cross section depends on the square of the potential, so they scatter equally.

**Screening.** An electrostatic potential \(\psi\) changes the local electron density to \(n e^{q\psi/kT}\), hence the charge density by \(-q^2n\psi/kT\) to first order. Poisson's equation becomes \(\nabla^2\psi=\psi/\lambda^2\), with

\[
\lambda^2=\frac{\varepsilon kT}{q^2n},
\]

and an ion has the potential \(\psi=\pm q\,e^{-r/\lambda}/(4\pi\varepsilon r)\).

**Scattering rate.** The Fourier transform of the electron's potential energy has magnitude \(q^2/[\varepsilon(Q^2+\lambda^{-2})]\), where \(Q=2k\sin(\theta/2)\). The Born amplitude is this times \(m/(2\pi\hbar^2)\). Momentum loss weights each collision by \(1-\cos\theta\). With \(t=\sin^2(\theta/2)\), we have \(1-\cos\theta=2t\) and \(d\Omega=4\pi\,dt\), so

\[
\sigma_m=8\pi\left(\frac{mq^2}{2\pi\hbar^2\varepsilon}\right)^2
\int_0^1\frac{t\,dt}{(4k^2t+\lambda^{-2})^2}.
\]

Set \(b=4k^2\lambda^2=8mE\lambda^2/\hbar^2\) and take \((4k^2)^2\) out of the denominator. The remaining integral is

\[
\int_0^1\frac{t\,dt}{(t+1/b)^2}
=\ln(1+b)-\frac{b}{1+b}\equiv G(b).
\]

Since \(\hbar^4k^4=4m^2E^2\), the prefactors combine to

\[
\sigma_m=\frac{m^2q^4G}{8\pi\varepsilon^2\hbar^4k^4}
=\frac{q^4G}{32\pi\varepsilon^2E^2}.
\]

Multiplication by \(N_I\) and the speed \(\sqrt{2E/m}\) gives

\[
\frac1\tau=\frac{N_Iq^4G(b)}{16\pi\sqrt{2m}\,\varepsilon^2E^{3/2}} .
\]

**Mobility.** In a field \(F\) along \(z\), the linear Boltzmann equation gives \(\delta f=-qF\tau v_zf_0/kT\). The drift velocity is therefore \(-qF\langle\tau v_z^2\rangle/kT\), and \(\mu=q\langle\tau v^2\rangle/(3kT)\). With \(x=E/kT\), \(v^2=2xkT/m\) and the normalized energy distribution \((2/\sqrt\pi)x^{1/2}e^{-x}\),

\[
\mu=\frac qm\,\frac4{3\sqrt\pi}\int_0^\infty\tau\,x^{3/2}e^{-x}dx .
\]

Because \(\tau\propto x^{3/2}/G\), the integrand contains \(x^3e^{-x}\), which peaks at \(x=3\). Freeze the slowly varying \(G\) there. The integral of \(x^3e^{-x}\) is 6, which makes the numerical factor \(8/\sqrt\pi\), and

\[
\mu=\frac{K}{N_IG(b)},\qquad
K=\frac{128\sqrt{2\pi}\,\varepsilon^2(kT)^{3/2}}{q^3\sqrt m},\qquad
b=\frac{24mkT\lambda^2}{\hbar^2}.
\]

This is the Brooks–Herring mobility.

**Numbers.** Here \(K=5.982\times10^{20}\ \mathrm{cm^{-1}V^{-1}s^{-1}}\), so the data require

\[
N_IG=\frac K\mu=9.971\times10^{16}\ \mathrm{cm^{-3}} .
\]

Free electrons alone give \(\lambda=65.5\) nm and \(b=2316\), hence \(G=\ln2317-0.9996=6.748\). Then \(N_I=1.477\times10^{16}\ \mathrm{cm^{-3}}\), and

\[
N_A=\tfrac12(N_I-n)=6.89\times10^{15}\ \mathrm{cm^{-3}} .
\]

No iteration was needed, since \(\lambda\) was known from the start.

## Where it fails

The fault is in the screening length. The calculation let the free electrons respond to \(\psi\) but held the charge on the donors fixed. At 77 K many donors are neutral, and in equilibrium their occupation responds too.

To see how many, let \(\eta=(E_F-E_c)/kT\). A donor is either empty or holds one electron in one of \(g\) states at energy \(-E_d\) relative to the band edge, so

\[
\frac{N_D^0}{N_D^+}=g\,e^{\eta+E_d/kT}.
\]

The band density is \(n=N_ce^\eta\). Each valley is an ellipsoid whose Gaussian integral gives \((m_dkT/2\pi\hbar^2)^{3/2}\), where \(m_d=(m_lm_t^2)^{1/3}=0.321\,m_e\). Six valleys and two spins make

\[
N_c=12\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2}
=3.57\times10^{18}\ \mathrm{cm^{-3}} .
\]

Eliminating \(\eta\),

\[
\frac{N_D^0}{N_D^+}=\frac n{n_1},\qquad n_1=\frac{N_c}{g}e^{-E_d/kT}.
\]

With \(kT=6.635\) meV, \(n_1=2.02\times10^{15}\ \mathrm{cm^{-3}}\). The tempting answer has \(N_D^+=7.89\times10^{15}\ \mathrm{cm^{-3}}\), and therefore \(N_D^0=3.9\times10^{15}\ \mathrm{cm^{-3}}\). There are about four times as many electrons on donors as in the band. Their response cannot be dropped.

## The right solution

**Screening by electrons and donors.** The local potential shifts \(\eta\) by \(q\psi/kT\). The charge density is \(q(N_D^+-N_A-n)\), with \(N_A\) fixed, so its change is \(-q^2n_s\psi/kT\), where

\[
n_s=\frac{d}{d\eta}\left(n-N_D^+\right).
\]

The first term gives \(dn/d\eta=n\). For the second, differentiate \(N_D^+=N_D/(1+ge^{\eta+E_d/kT})\):

\[
\frac{dN_D^+}{d\eta}
=-N_D\frac{ge^{\eta+E_d/kT}}{(1+ge^{\eta+E_d/kT})^2}
=-\frac{N_D^+N_D^0}{N_D}.
\]

A positive potential attracts electrons to donors and reduces their positive charge, so both terms screen with the same sign. Define the neutral fraction

\[
\phi=\frac{N_D^0}{N_D}=\frac{n}{n+n_1}=0.331 .
\]

Then

\[
n_s=n+\phi(n+N_A),\qquad \lambda^2=\frac{\varepsilon kT}{q^2n_s}.
\]

The unknown \(N_A\) now enters both the ion density and the screening length. The donor density need not be given, because

\[
N_D=N_D^++N_D^0=(n+N_A)\left(1+\frac n{n_1}\right).
\]

**Two limits.** The donor share relative to the free-electron share is

\[
\frac{n_s-n}{n}=\frac{n+N_A}{n+n_1}.
\]

The tempting solution is justified when \(n+N_A\ll n_1\), which means that far fewer electrons sit on donors than in the band, since \(N_D^0/n=(n+N_A)/n_1\). Nearly complete donor ionization, \(n\ll n_1\), is necessary but not sufficient: with many acceptors, a small neutral fraction of the donors can still hold more electrons than the band. In the opposite limit, \(T\to0\) at fixed \(N_D\) and \(N_A\), the free density vanishes and \(N_D^+\to N_A\), so \(n_s\to N_A(1-N_A/N_D)\). Donor screening survives without free electrons in this model, provided that electrons can still move between donors to reach equilibrium. The limit is formal, however: \(\lambda^2\propto T/n_s\) goes to zero. For the densities found below, at 20 K \(\lambda\approx18\) nm is less than half the ion spacing and \(q|\psi|\) at \(r=\lambda\) is about \(1.5\,kT\), so linear screening no longer applies there.

**Iteration.** The equation to solve is

\[
(n+2N_A)\,G\big(b(N_A)\big)=\frac K\mu .
\]

Rewrite it as \(N_A=M(N_A)\), with

\[
M(N_A)=\frac12\left[\frac{K}{\mu G(b(N_A))}-n\right].
\]

Start from the free-electron value. Each row below lists an iterate and the \(\lambda\) and \(G\) calculated from it; that \(G\) produces the next row.

| step | \(N_A\) (\(10^{15}\ \mathrm{cm^{-3}}\)) | \(\lambda\) (nm) | \(G\) |
|---|---|---|---|
| 0 | 6.887 | 34.48 | 5.467 |
| 1 | 8.618 | 32.03 | 5.321 |
| 2 | 8.870 | 31.72 | 5.301 |
| 3 | 8.904 | 31.68 | 5.298 |

For example, the first update is \(\tfrac12(99.71/5.467-1)=8.62\) in units of \(10^{15}\ \mathrm{cm^{-3}}\). The limit is

\[
N_A=8.91\times10^{15}\ \mathrm{cm^{-3}}=8.91\times10^{21}\ \mathrm{m^{-3}} .
\]

It follows that \(N_I=1.88\times10^{16}\ \mathrm{cm^{-3}}\), \(n_s=4.28\times10^{15}\ \mathrm{cm^{-3}}\) and \(\lambda=31.7\) nm. The donor density is

\[
N_D=9.91\times10^{15}\left(1+\frac{1.00}{2.02}\right)
=1.48\times10^{16}\ \mathrm{cm^{-3}},
\]

so \(N_A/N_D=0.60\). Relative to this root, the tempting answer is 23% too low. It made the screened potential too long-ranged, overestimated the scattering per ion, and so needed too few ions.

**Uniqueness.** Let \(s=d\ln G/d\ln b\). Since \(G'=b/(1+b)^2\),

\[
s(b)=\frac{b^2}{(1+b)^2G(b)} .
\]

Also \(b\propto1/n_s\) and \(dn_s/dN_A=\phi\), so \(d\ln b/dN_A=-\phi/n_s\). Therefore

\[
\frac{d\ln(N_IG)}{dN_A}=\frac2{N_I}-\frac{s\phi}{n_s}
=\frac2{N_I}(1-c),\qquad c=\frac{s\phi N_I}{2n_s}.
\]

Compare \(\phi N_I=\phi n+2\phi N_A\) with \(2n_s=2n+2\phi n+2\phi N_A\). The first is smaller, so \(c<s\), and \(N_IG\) rises with \(N_A\) wherever \(s\le1\).

To find that range, consider \(h(b)=G-b^2/(1+b)^2\), which is nonnegative when \(s\le1\). Its derivative is

\[
h'(b)=\frac b{(1+b)^2}-\frac{2b}{(1+b)^3}=\frac{b(b-1)}{(1+b)^3}.
\]

Starting from \(h(0)=0\), \(h\) falls until \(b=1\) and then rises without limit. It has one positive zero, at \(b=2.16\). Above this value \(s<1\), and the equation has at most one root. Ours has \(b=541\) and \(s=0.188\), well inside the range.

There is another mathematical root at small \(b\). There \(G\approx b^2/2\) and \(b\propto1/N_A\), so \(N_IG\) falls as \(1/N_A\) and meets the required value again. This happens at \(N_A=4.8\times10^{20}\ \mathrm{cm^{-3}}\) and \(b=0.0145\). It is rejected because isolated shallow donors, on which the equation rests, do not exist at such densities.

The data can also admit no physical root. At \(N_A=0\), \(n_s=n(1+\phi)\), \(b=2316/1.331=1740\) and \(G=6.46\). The mobility is then \(K/(nG)\approx9.3\times10^4\ \mathrm{cm^2/Vs}\). At this \(n\) and \(T\), a larger input would require a negative \(N_A\) on the branch \(b>2.16\).

**Why the iteration converges.** Increasing \(N_A\) lowers \(G\), so \(M\) is an increasing function. The starting value used \(n_s=n\), the weakest screening, and hence too large a \(G\); it lies below the root. The first update reduces \(G\) and moves up. Since \(M\) is increasing, every later update also moves up, but none can pass the root, where \(M(N_A)=N_A\). The sequence must converge, and uniqueness identifies its limit. Near the root, the error shrinks at each step by

\[
M'(N_A)=\frac12\frac K{\mu G}\frac{s\phi}{n_s}
=\frac{s\phi N_I}{2n_s}=c=0.137 ,
\]

where \(K/(\mu G)=N_I\) was used.

**Error in the mobility.** Taking logarithms of \(N_IG=K/\mu\) and varying \(\mu\) at fixed \(n\) and \(T\) gives \((2/N_I)(1-c)\,dN_A=-d\ln\mu\). Thus

\[
\frac{d\ln N_A}{d\ln\mu}=-\frac{N_I}{2N_A(1-c)}=-1.22 .
\]

A mobility 5% too high lowers the inferred acceptor density by about 6%, and the donor density, which is proportional to \(n+N_A\), by about 5%.

## How far the number can be trusted

The root is precise as the solution of its equation, but the equation is approximate. The variants below keep the given \(n\) and \(T\), and percentages are relative to \(8.91\times10^{15}\ \mathrm{cm^{-3}}\).

**Born approximation.** For a Coulomb potential, the expansion parameter is \(1/(ka_B)\), where \(a_B=4\pi\varepsilon\hbar^2/(mq^2)=2.40\) nm is the Bohr radius of a hydrogen-like donor with mass \(m\). At \(E=3kT\), \(ka_B=0.881\), so the parameter is about 1.1 and not small. The phase shifts \(\delta_l\) of the same screened potential give the momentum-transfer cross section without the Born approximation:

\[
\sigma_m=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).
\]

Relative to the Born value, it is 0.829 for an attractive donor and 0.652 for a repulsive acceptor. As a test, the potential was weakened to 0.05 of its strength; the average over both signs then came to 0.9987 of the Born value. At full strength, the mean weighted by ion numbers is 0.745. Holding this ratio fixed and solving again gives \(N_A=1.28\times10^{16}\ \mathrm{cm^{-3}}\), or +43%. Each ion scatters less than assumed, so more ions are needed. The ratio depends on energy, from about 0.61 at \(1.5kT\) to 0.90 at \(11kT\), but a full energy average with self-consistent \(\lambda\) gives nearly the same density, \(1.27\times10^{16}\ \mathrm{cm^{-3}}\).

**Overlapping ions.** The mean ion spacing \(N_I^{-1/3}=37.6\) nm is close to \(\lambda\). A sphere of radius \(\lambda\) holds about two donors and 0.13 free electrons, so a smooth screening charge is at best a statistical description. The linearization in \(q\psi/kT\) is also marginal: the bare Coulomb energy equals \(kT\) at \(q^2/(4\pi\varepsilon kT)=18.5\) nm, more than half of \(\lambda\). The Conwell–Weisskopf picture instead cuts off the bare Coulomb potential at impact parameter \(p_m=\tfrac12N_I^{-1/3}\). With \(a_0=q^2/(8\pi\varepsilon E)\), Rutherford scattering has \(\tan(\theta/2)=a_0/p\), and

\[
\sigma_m=\int_0^{p_m}\frac{2a_0^2}{a_0^2+p^2}\,2\pi p\,dp
=2\pi a_0^2\ln\left(1+\frac{p_m^2}{a_0^2}\right).
\]

The prefactor equals the earlier one, so the logarithm simply replaces \(G\). At \(E=3kT\) this gives \(N_A=1.44\times10^{16}\ \mathrm{cm^{-3}}\), or +62%. It is an alternative model, not a correction to be added to the previous one.

**Energy and mass.** Averaging \(1/G\) over energy instead of freezing it changes \(N_A\) by −2.3%. For ellipsoidal valleys, scale the wavevector as \(k_j=\sqrt{m_j/m_d}\,w_j\), which turns energy surfaces into spheres. Assume that the deviation from equilibrium is proportional to \(k_i\) at each energy. The relaxation rate then weights collisions by \((w_i-w_i')^2\). The difference of two random points on a sphere has a uniformly distributed direction \(\mathbf u\), and the squared momentum transfer acquires the factor \(M_u=\sum_jm_ju_j^2/m_d\). The earlier integral then applies with \(b\to bM_u\), so for axis \(i\)

\[
G(b)\to3\left\langle\frac{u_i^2\,G(bM_u)}{M_u^2}\right\rangle_{\mathbf u},
\]

with \(m_d\) in the rate and in \(b\). The mobility is the mean of \(q\langle\tau_i\rangle/m_i\) over the three axes, with \(\langle\tau_i\rangle\) the energy average used above. Together with the full energy average, this changes \(N_A\) by −8.4%. That figure belongs to the assumed form, not to the ellipsoidal masses themselves. If the deviation may also contain a term proportional to \(w_iw_l^2\), with \(w_l\) the component along the valley axis, the calculated mobility rises and the change becomes about +2%. A further term of the same kind hardly alters this. The simple form therefore gives even the sign of this small correction wrongly.

**Excited donor states.** Five further orbital states, roughly 12 meV above the ground state, raise the effective degeneracy to \(2(1+5e^{-12/6.635})=3.64\). This lowers \(n_1\), increases donor screening and changes \(N_A\) by +7.1%. The donor density, which contains the factor \(1+n/n_1\), is far more sensitive: it rises by 35%, to \(2.0\times10^{16}\ \mathrm{cm^{-3}}\). Likewise, with \(g=2\), a depth of 40 or 50 meV instead of 45 meV changes \(N_A\) by −8% or +9% but \(N_D\) by −24% or +48%.

**Total mobility.** A measurement gives the total mobility, with scattering by the lattice and by neutral donors included. The rough rate \(20\hbar a_BN_D^0/m\) for neutral donors corresponds here to about \(6.5\times10^4\ \mathrm{cm^2/Vs}\); if that scattering alone were left in the 6000 cm²/Vs, the true \(N_A\) would be about 17% lower. The lattice matters more. If 6000 cm²/Vs were the total, and the lattice mobility were roughly 20000 cm²/Vs, subtracting reciprocals would give an ionized-impurity mobility of 8570 cm²/Vs and \(N_A=5.8\times10^{15}\ \mathrm{cm^{-3}}\), which is 35% lower. Even this understates the change, because the two mechanisms depend differently on energy and their rates should be added before averaging. For a lattice scattering rate proportional to \(\sqrt E\), and \(G\) frozen as before, the total mobility is

\[
\mu_{\rm tot}=\int_0^\infty\frac{x^3e^{-x}\,dx}{6/\mu_I+x^2/\mu_L},
\]

where \(\mu_I\) and \(\mu_L\) are the mobilities that ions and lattice would give alone. A total of 6000 cm²/Vs then requires \(\mu_I\approx14500\ \mathrm{cm^2/Vs}\) and \(N_A\approx3.0\times10^{15}\ \mathrm{cm^{-3}}\), about 66% lower (64% if \(G\) is allowed to vary with energy). Subtracting reciprocals is therefore not a safe way to prepare such data. For data that really are limited by ions, the two largest changes found here come from the phase shifts and from the cutoff, and both raise the result. A fair reading is an acceptor density of about \(10^{16}\ \mathrm{cm^{-3}}\), uncertain by several tens of percent. The donor density inherits this uncertainty and adds its own, of similar size, from \(g\) and \(E_d\).

## Values computed for the example and the checks

```
Temperature: 77 K
Thermal energy kT: 6.635 meV
Given electron density n: 1.000e+15 cm^-3
Given ionized-impurity mobility: 6000 cm^2/Vs
Relative permittivity: 11.7
Longitudinal mass: 0.92 m_e
Transverse mass: 0.19 m_e
Conductivity mass m: 0.2583 m_e
Density-of-states mass per valley: 0.3214 m_e
Donor depth: 45 meV
Donor degeneracy g: 2
Band density of states N_c: 3.568e+18 cm^-3
Occupation density n1: 2.023e+15 cm^-3
Neutral donor fraction phi: 0.3308
Prefactor K: 5.9823e+20 1/(cm V s)
Required product N_I*G: 9.9706e+16 cm^-3
b, free-electron screening: 2316
Screening length, free electrons: 65.5 nm
Iterate 0: N_A = 6.88720e+15 cm^-3, lambda = 34.480 nm, G = 5.4674
Iterate 1: N_A = 8.61815e+15 cm^-3, lambda = 32.032 nm, G = 5.3207
Iterate 2: N_A = 8.86965e+15 cm^-3, lambda = 31.718 nm, G = 5.3010
Iterate 3: N_A = 8.90435e+15 cm^-3, lambda = 31.676 nm, G = 5.2984
Iterate 4: N_A = 8.90910e+15 cm^-3, lambda = 31.670 nm, G = 5.2980
RESULT N_A: 8.9099e+15 cm^-3
RESULT N_A in SI: 8.9099e+21 m^-3
Donor density N_D: 1.4808e+16 cm^-3
Compensation ratio N_A/N_D: 0.6017
Ion density N_I: 1.8820e+16 cm^-3
Screening density n_s: 4.2778e+15 cm^-3
Screening length: 31.67 nm
Mean ion spacing N_I^(-1/3): 37.59 nm
b = 541.45, G(b) = 5.2979, s(b) = 0.1881
N_A error, free-electron screening: -22.7 %
Slope c of iteration map: 0.1368
Sensitivity dlnN_A/dlnmu: -1.224
b where s = 1: 2.163
Spurious root: N_A = 4.824e+20 cm^-3, b = 0.0145
Scattering rate at 3kT by quadrature: 9.8568e+11 1/s
Energy-averaged mobility at RESULT: 5887 cm^2/Vs
N_A, full energy average: 8.705e+15 cm^-3 (-2.3 %)
N_A, anisotropic mass + energy average: 8.159e+15 cm^-3 (-8.4 %)
N_A, excited donor states: 9.547e+15 cm^-3 (+7.1 %)
N_A, phase shifts at 3kT: 1.278e+16 cm^-3 (+43.4 %)
N_A, half-spacing cutoff: 1.443e+16 cm^-3 (+62.0 %)
N_A, if given mobility were total: 5.758e+15 cm^-3 (-35.4 %)
Excited-state height 12 meV, effective g 3.639
Donor Bohr radius 2.397 nm, k*a_B at 3kT 0.881
Cross section/Born: donor 0.829, acceptor 0.652, mean 0.745
Weak-coupling cross section/Born: 0.99870
Rough lattice mobility: 2e+04 cm^2/Vs
Neutral donors 4.898e+15 cm^-3, their mobility 6.47e+04 cm^2/Vs
Degeneracy n/N_c 2.80e-04; electron share n/N_I 0.053
```
